Oscillator-Strength Sums in Time-Dependent Hartree-Fock and the Tamm-Dancoff Approximation, part 2

What do time-dependent Hartree-Fock (TDHF) and its Tamm-Dancoff approximation (TDA, B = 0) give for a molecule's summed oscillator strengths f_n? Atomic units are used until the worked example. Light is polarised along x, and ∂ = ∂/∂x.

The N electrons have the Hamiltonian H, with a local external potential and repulsion v(1,2); 1 and 2 include spin. The Hartree-Fock determinant has real spin orbitals φ_p with energies ε_p: i, j occupied and bound, a, b virtual. The Fock operator F contains the exchange term −K. P projects on occupied orbitals, Q on virtual ones.

γ(1,2) = Σ_i φ_i(1)φ_i(2),
d_ia = ⟨a|x|i⟩,  π_ia = ⟨a|∂|i⟩,
(pq|rs) = ∫∫d1d2 φ_p(1)φ_q(1)v(1,2)φ_r(2)φ_s(2),
A_{ia,jb} = δ_ij δ_ab(ε_a − ε_i) + (ia|jb) − (ij|ab),
B_{ia,jb} = (ia|jb) − (ib|ja).

**(a)** The first-order density matrix is ρ = Σ_ia (X_ia|a⟩⟨i| + Y_ia|i⟩⟨a|), with s = X + Y and t = X − Y. For positive definite A+B and A−B, the free oscillations and polarisability obey

(A+B)s_n = ω_n t_n,  (A−B)t_n = ω_n s_n,  s_m·t_n = δ_mn,
α(ω) = Σ_n f_n/(ω_n² − ω²),
f_n = 2ω_n(d·s_n)².

**(b)** The TDA has AZ_n = e_nZ_n and S_TDA = 2dᵀAd.

**(c)** Bare orbital gaps give, with the "exchange integral",

S₀ = N + ∫∫d1d2 (x₁−x₂)²γ(1,2)²v(1,2).

**(d)** Let U(1,2) = Σ_j u_j(1)φ_j(2), u_j = Qxφ_j. In a complete basis Q = 1 − P, and

(ε_a − ε_i)d_ia = ⟨a|[F,x]|i⟩ = −π_ia − ⟨a|[K,x]|i⟩,
U(2,1) − U(1,2) = −(x₁−x₂)γ(1,2).

The interaction terms cancel the K commutator:

(A−B)d = −π.

**(e)** Hence d·π = −N/2 and

S_TDHF = 2dᵀ(A−B)d = N.

The exact sum, with x_tot = Σ_k x_k, is also N.

**(f)** The "TDA excess integral" is

S_TDA − N = 2∫∫d1d2 [U(1,1)U(2,2) − U(1,2)U(2,1)]v(1,2).

The one-dimensional model has four wells −1/√((x−c)²+1) at c = −3, −1, 1.2 and 3 bohr, v = 1/√((x₁−x₂)²+1), and grid spacing 0.3 bohr.

**(g) Oscillator strengths can also be computed from matrix elements of ∂ instead of x. Find the sums in this velocity form, and in the mixed form that uses one matrix element of each kind. Do they repair the TDA?**

*Solution.* For exact states [H,x_tot] = −Σ_k∂_k, so ω_n⟨n|x_tot|0⟩ = −⟨n|Σ_k∂_k|0⟩. An oscillator strength can then be written with two elements of x, with two of ∂, or with one of each. In an approximate theory the three forms may differ.

In the response theory the transition element of ∂ follows from the trace of ∂ with ρ. Since ⟨i|∂|a⟩ = −⟨a|∂|i⟩, this trace is −π·X + π·Y = −π·t. The velocity-form strength is therefore 2(π·t_n)²/ω_n. Multiplying (A−B)d = −π by t_n gives

−π·t_n = dᵀ(A−B)t_n = ω_n d·s_n.

This is the exact relation, state by state. In a complete basis the three forms of time-dependent Hartree-Fock agree for every transition, and each of them sums to N.

In the TDA, s_n and t_n are both replaced by Z_n. The Z_n are complete and orthonormal, with Σ_n Z_nZ_nᵀ/e_n = A^{−1}, and so

length:  S_L = 2dᵀAd,
velocity:  S_V = 2πᵀA^{−1}π,
mixed:  S_M = −2Σ_n(d·Z_n)(π·Z_n) = −2d·π = N.

The mixed TDA sum equals N for any interaction. It uses no property of A except that its eigenvectors are complete, so it says nothing about the quality of the TDA spectrum. A correct mixed sum is a test of the basis and not of the approximation.

The other two sums are tied together by the Cauchy-Schwarz inequality, applied to the vectors A^{1/2}d and A^{−1/2}π:

(d·π)² ≤ (dᵀAd)(πᵀA^{−1}π).

The left side is N²/4 and the right side is S_L S_V/4. Hence

S_L S_V ≥ N².

The two sums cannot both lie below N. Equality requires Ad to be proportional to π. The model gives these values:

closed pair:  S_L = 3.908, S_V = 1.078, product 4.21, N² = 4
three parallel spins:  S_L = 2.856, S_V = 3.191, product 9.11, N² = 9
two closed shells:  S_L = 5.288, S_V = 3.050, product 16.13, N² = 16

In each of them one sum lies above N and the other below it. In these cases, going over to the velocity form changes the sign of the error but does not remove it.

**(h) Which assumptions can fail in a practical calculation, and what happens to the TDHF sum when they do?**

*Solution.* *Nonlocal external potential.* Many calculations replace the inner electrons of an atom by a pseudopotential that contains a nonlocal part w(1,2), real and symmetric. Suppose that the light still couples through x alone. The commutator in (d) then has one more term:

(A−B)d = −π + c,  c_ia = ⟨a|[w,x]|i⟩.

The sum becomes N + 2d·c. Insert Σ_a|a⟩⟨a| = 1 − P as in (e). The occupied-occupied part vanishes once more, because [w,x] is antisymmetric and x is symmetric. With ⟨i|x²w|i⟩ = ⟨i|wx²|i⟩ the rest is

2Σ_i⟨i|x[w,x]|i⟩ = Σ_i⟨i|2xwx − x²w − wx²|i⟩ = Σ_i⟨i|[x,[w,x]]|i⟩.

Therefore

S_TDHF = N − ∫∫d1d2 (x₁−x₂)²γ(1,2)w(1,2).

Exchange is nonlocal too, but it adjusts to the moving electrons. The fixed potential w does not, and so its commutator remains. As an example, add w = −½|g⟩⟨g| to the one-dimensional model, with the normalised Gaussian g ∝ exp(−x²/2) and the strength −½ in hartree. For two closed shells, diagonalisation of the response equations gives a sum of 4.960. The double commutator, evaluated with the occupied orbitals, gives 4.960 as well. With such a potential the sum in general differs from the number of electrons treated, even in a complete basis.

*Finite basis.* The relation Q = 1 − P was used in (d) and again in (e). In a finite basis Q projects only on the virtual orbitals that are present. If xφ_i has parts outside the basis, the difference U(1,2) − U(2,1) is in general no longer (x₁−x₂)γ, and neither (A−B)d = −π nor d·π = −N/2 is guaranteed. The length and velocity sums of TDHF then in general differ from N and from each other. If the external potential is local, a difference between them is a sign that the basis is incomplete. A nonlocal potential can separate them even in a complete basis, through the extra term c.

*Instability.* If A+B or A−B is not positive definite, some ω_n² can be zero or negative, and the construction of the modes in (a) fails. The results of (b) then cannot be used as they stand. For a closed shell the matrices split into a singlet and a triplet block, and d has components only in the singlet block, so only that block has to be positive definite. This matters for the one-dimensional model. Its closed pair, and its two closed shells with the added potential w, have a triplet block of A+B with a negative eigenvalue of about −0.2 hartree, so these determinants could lower their energy by giving the two spins different orbitals. Their singlet blocks are positive definite, and the sums quoted for them are unaffected.

**(i) Apply the results to a chain of four hydrogen atoms with bonds of 0.75 Å and a central gap of 1.25 Å. How large is the TDA error, and what does it mean for the absorption cross section?**

*Solution.* The chain has N = 4 and a closed-shell Hartree-Fock determinant with two doubly occupied spatial orbitals. Light acts equally on both spins, so each spatial pair enters with X_{i↑a↑} = X_{i↓a↓} = X_ia/√2, and likewise for Y. The sum over the spin of j and b doubles the Coulomb integral and leaves the exchange integrals as they are. For spatial orbitals this gives

A = δ_ij δ_ab(ε_a − ε_i) + 2(ia|jb) − (ij|ab),
B = 2(ia|jb) − (ib|ja),
f_n = 4ω_n(d·s_n)².

The factor 4 arises because the spin-summed d·s_n is √2 times the spatial one. Strengths are averaged over the three directions of polarisation, as for randomly oriented molecules.

Four Gaussian basis sets were used. Two are standard sets. The other two place even-tempered functions on each atom. The s and p exponents start at 0.08 bohr⁻² and the d exponents at 0.24 bohr⁻², and each series increases by factors of 3. The columns give the number of basis functions, the TDHF sums in length and velocity form, and the TDA sum in length form.

cc-pVDZ:  20 | 4.734, 2.778 | 5.310
aug-cc-pVDZ:  36 | 4.048, 3.933 | 4.663
7s5p:  88 | 4.0019, 3.9942 | 4.6125
7s5p2d:  128 | 4.0015, 3.9979 | 4.6130

The two TDHF sums approach 4 and each other. In the largest basis the length sum is within 0.04 % of N. The TDA sum has settled as well, but at 4.613, so its relative error is

4.613/4 − 1 = 15.3 %.

This error belongs to the approximation and not to the basis. The TDA velocity sum in the largest basis is 3.475. The product 4.613 × 3.475 = 16.03 lies just above the bound N² = 16 of (g). The bound holds for the averaged sums too, because S_V ≥ N²/S_L in each direction and the mean of 1/S_L is at least the inverse of the mean of S_L. The error hardly depends on direction, with TDA length sums of 4.621 along the chain and 4.609 across it. Bare orbital gaps would give 6.718.

To turn strengths into a cross section, consider a field E₀cos ωt. It delivers the mean power ½ω Im α(ω) E₀² to the molecule, and its intensity is cE₀²/(8π) in atomic units. The ratio of the two is

σ(ω) = (4πω/c) Im α(ω).

With weak damping each term of α has the imaginary part (π/2ω_n)f_n δ(ω−ω_n) at positive frequency. Integration over ω then gives

∫σ dω = (2π²/c)Σ_n f_n.

In practical units one unit of strength corresponds to 109.76 Mb eV, where 1 Mb = 10⁻²² m². The integrated cross sections are

sum rule:  4 × 109.76 = 439.0 Mb eV
TDHF:  439.2 Mb eV
TDA:  506.3 Mb eV

The TDA excess is not spread evenly over the spectrum. Above the Hartree-Fock ionisation threshold of 14.34 eV, which is minus the energy of the highest occupied orbital, the summed strength in the largest basis is 2.293 in TDHF and 2.766 in the TDA. The difference of 0.473 is about three quarters of the total difference, 4.6130 − 4.0015 = 0.6115.

Single lines need more care than the sums. In the largest basis the first bright transition, taken as the lowest one with an averaged strength above 0.1, lies at 11.52 eV with f = 0.757 in TDHF and at 11.57 eV with f = 0.816 in the TDA. These values are not converged. The smallest exponent, 0.08 bohr⁻², is too large to describe Rydberg states, in which the excited electron is far from the chain. When more diffuse functions are added, the line moves down to about 10.95 eV and keeps a strength of only about 0.36 in TDHF and 0.37 in the TDA, while other states take up the rest. The share of the TDA excess that lies above the threshold then rises to about 83 %, with a spread of about one point between basis sets. The total sums hardly change: the TDA length sum moves by about 0.001, to 4.612, and the relative error stays at 15.3 %. In a Gaussian basis the continuum is represented by discrete states, so the strength summed over this range means more than any single line in it.

For optical constants the sum matters most at high photon energy. When ω far exceeds all transition energies that carry appreciable strength, the polarisability tends to −Σ_n f_n/ω². For a dilute medium with n_m molecules per unit volume, the refractive index is 1 + 2πn_mα, and it lies below 1 by

δ = 2πn_m Σ_n f_n/ω².

In this limit an error of 15 % in the sum is an error of 15 % in δ.

The chain is a model. Its bonds are close to that of the hydrogen molecule, roughly 0.74 Å, but its central gap is far shorter than the separation of roughly 3 Å or more at which two such molecules would rest. The figure of 15 % belongs to this chain and should not be carried over to other molecules.

Apart from the missing diffuse functions, which affect single lines, two approximations limit the results for the chain itself. The nuclei are held fixed, which leaves out vibrational broadening, and electron correlation is neglected. The second can be examined in the cc-pVDZ basis, where full configuration interaction treats correlation completely within the basis. It puts the first bright state at 12.25 eV with f = 1.093. In the same basis TDHF gives 12.33 eV and 1.108, and the TDA gives 12.43 eV and 1.239. In this basis correlation thus lowers the TDHF energy by 0.08 eV and changes its strength by about 1 %, whereas the TDA strength is 13 % above the correlated one. These figures compare methods within a small basis. Going from it to the largest basis lowers the TDHF energy by 0.81 eV, so 12.25 eV is not a prediction for the chain. The change of 1 % in strength need not carry over either, because with diffuse functions the strength is divided among several states, and correlation can alter the share of each. The total strength needs no correction for correlation, because by (e) the exact sum is also N.

The remaining values for the model and the chain are in the numerical output.

Computed values

```
1D soft-Coulomb model: wells at [-3.0, -1.0, 1.2, 3.0] bohr, grid step 0.3 bohr
strength sums (no unit): N | bare gaps | TDHF len, vel | TDA len, vel, mixed
one electron      1 | 2.42080 | 1.00000 1.00000 | 1.00000 1.00000 1.00000
   exchange integral 1.42080, TDA excess integral 0.00000
closed pair       2 | 5.61194 | 2.00000 2.00000 | 3.90778 1.07796 2.00000
   exchange integral 3.61194, TDA excess integral 1.90778
3 parallel spins  3 | 5.87018 | 3.00000 3.00000 | 2.85635 3.19069 3.00000
   exchange integral 2.87018, TDA excess integral -0.14365
2 closed shells   4 | 8.94538 | 4.00000 4.00000 | 5.28774 3.05000 4.00000
   exchange integral 4.94538, TDA excess integral 1.28774
1D polarisability, 2 closed shells (a.u.): finite field 38.4165, TDHF 38.4163, TDA 47.0869
nonlocal potential of strength -0.5 hartree, N=4: TDHF sum 4.96020, double commutator 4.96020
H4 chain: bonds 0.75 angstrom, central gap 1.25 angstrom, N = 4
even-tempered exponents 0.08 to 58.32 bohr^-2, ratio 3; 7s5p and 7s5p2d
direction-averaged sums: functions | bare | TDHF len, vel | TDA len, vel, mixed
cc-pVDZ        20 | 7.1355 | 4.7340 2.7776 | 5.3100 2.4638 3.5514
aug-cc-pVDZ    36 | 6.7539 | 4.0483 3.9334 | 4.6628 3.4241 3.9841
7s5p           88 | 6.7161 | 4.0019 3.9942 | 4.6125 3.4723 3.9979
7s5p2d        128 | 6.7179 | 4.0015 3.9979 | 4.6130 3.4747 3.9996
largest basis, 7s5p2d:
Hartree-Fock energy -2.244898 hartree
lowest triplet stability eigenvalue 6.215 eV
TDHF length sum: along chain 3.9990, across 4.0027
TDA length sum:  along chain 4.6214, across 4.6089
TDHF basis error of the sum 0.04 %
TDA length sum relative to N 15.33 %
Koopmans threshold 14.341 eV
TDHF: first bright state 11.517 eV = 107.65 nm, f = 0.7573; strength above threshold 2.2930
TDA: first bright state 11.567 eV = 107.19 nm, f = 0.8158; strength above threshold 2.7663
integrated cross section per unit strength 109.761 Mb eV
integrated cross section: N=4 439.04, TDHF 439.20, TDA 506.33 Mb eV
first bright state in cc-pVDZ, energy and strength:
full CI 12.250 eV, 1.0934; TDHF 12.331 eV, 1.1076; TDA 12.428 eV, 1.2390
correlation shift, full CI minus TDHF: -0.082 eV
```
